# Exponentially Short-Ranged Exchange in a Dimerized Insulating Chain

## 1. Weakly coupled dimers

Take a row of identical cells, each with two sites A and B and one real orbital per site, the orbitals being orthonormal. Inside a cell the hopping element is $-t_1$; between $B_m$ and $A_{m+1}$ it is $-t_2$, with $t_1,t_2>0$. There is one electron per site, so half of the states are filled for each spin.

If $t_2=0$, every cell is an isolated dimer with the states
$$|\pm,m\rangle=\frac{|A_m\rangle\pm|B_m\rangle}{\sqrt2},\qquad E_\pm=\mp t_1 .$$
The bonding states $|+,m\rangle$ are filled. The density matrix of one spin is $\rho=\sum_m|+,m\rangle\langle+,m|$, and nothing connects different cells.

Now let $t_2$ be small. Mixing among filled states leaves $\rho$ unchanged, because $\rho$ is the projector on the space they span. What matters is the mixing of $|+,m\rangle$ with the empty states next door:
$$\langle -,m{+}1|H|+,m\rangle=-t_2\cdot\tfrac{1}{\sqrt2}\cdot\tfrac1{\sqrt2}=-\tfrac{t_2}{2},\qquad
\langle -,m{-}1|H|+,m\rangle=+\tfrac{t_2}{2}.$$
The second sign is reversed because $B_{m-1}$ has amplitude $-1/\sqrt2$ in the antibonding state. Dividing by $E_+-E_-=-2t_1$ gives the admixtures $+r/4$ and $-r/4$, with $r=t_2/t_1$.

The element of $\rho$ between $A_{m+1}$ and $B_m$ receives two terms. The admixture of $|-,m{+}1\rangle$ in $|+,m\rangle$ gives $\frac r4\cdot\frac12$. The admixture of $|-,m\rangle$ in $|+,m{+}1\rangle$ gives $(-\frac r4)(-\frac12)$. Their sum is $r/4$. The same count gives $-r/4$ between $A_m$ and $B_{m+1}$.

One step to a neighbouring cell thus costs one factor $r$. The full calculation shows that $l$ steps cost $r^{|l|}$, times a power of $|l|$, for any $r<1$.

## 2. The density matrix of the infinite chain

Let $t_1>t_2>0$, at zero temperature. If $t_2>t_1$ in an infinite chain, one calls $B_m,A_{m+1}$ the cell and returns to this case. Chain ends are not treated.

For a Bloch state with amplitudes $e^{ikn}u_A$ on $A_n$ and $e^{ikn}u_B$ on $B_n$,
$$(H\psi)(A_n)=-t_1e^{ikn}u_B-t_2e^{ik(n-1)}u_B=-e^{ikn}f(k)\,u_B,\qquad f(k)=t_1+t_2e^{-ik}.$$
Hence
$$H_k=-\begin{pmatrix}0&f\\ f^*&0\end{pmatrix},\qquad H_k^2=|f|^2,\qquad E=\pm|f|,$$
with $|f|^2=t_1^2+t_2^2+2t_1t_2\cos k$. This is smallest at $k=\pi$ and largest at $k=0$, so the gap and the full width from the bottom of the lower band to the top of the upper one are
$$E_g=2(t_1-t_2),\qquad W=2(t_1+t_2).$$

The matrix $P_k=\frac12(1-H_k/|f|)$ equals 1 on the lower band and 0 on the upper one, so it is the projector on the filled states. Its diagonal elements are $\frac12$ for every $k$. Therefore $\rho$ is $\frac12$ on each site and vanishes between different sites of the same kind. Between $A_{m+l}$ and $B_m$ it is
$$g_l=\frac1{2\pi}\int_{-\pi}^{\pi}e^{ikl}\,\frac{f(k)}{2|f(k)|}\,dk .\tag{1}$$

Since $\rho^2=\rho$, the diagonal element on an A site gives $\frac12=\frac14+\sum_lg_l^2$, or
$$\sum_l g_l^2=\tfrac14 .$$

## 3. An explicit series

Write $f=t_1(1+re^{-ik})$. Then $|f|=t_1(1+re^{-ik})^{1/2}(1+re^{ik})^{1/2}$, since the two principal roots are complex conjugates, and
$$\frac f{|f|}=(1+re^{-ik})^{1/2}(1+re^{ik})^{-1/2}.$$

The binomial series is
$$(1-x)^{-1/2}=\sum_{q\ge0}c_qx^q,\qquad c_q=\frac1{4^q}\binom{2q}{q}.$$
Multiplying it by $1-x$ gives $(1-x)^{1/2}=\sum_pb_px^p$ with $b_0=1$ and $b_p=c_p-c_{p-1}$. Because $c_{p-1}=\frac{2p}{2p-1}c_p$,
$$b_p=-\frac{c_p}{2p-1}\qquad(p\ge1).$$

Put $x=-re^{-ik}$ in the first factor and $x=-re^{ik}$ in the second. The product is a sum of terms $b_pc_q(-r)^{p+q}e^{ik(q-p)}$. It converges absolutely for $r<1$ and may be integrated term by term. In (1) a term survives if $l+q-p=0$. For $l\ge0$ this means $p=l+q$; for $l=-s<0$ it means $q=p+s$:
$$g_l=\tfrac12(-r)^l\sum_{q\ge0}b_{l+q}c_q\,r^{2q},\qquad
g_{-s}=\tfrac12(-r)^s\sum_{p\ge0}b_pc_{p+s}\,r^{2p}.\tag{2}$$
To first order in $r$ these give $g_{\pm1}=\pm r/4$, the result of the weakly coupled dimers.

## 4. Bounds and asymptotic form

Both $c_q$ and, for $p\ge1$, $|b_p|$ decrease with their index. All $b_p$ with $p\ge1$ are negative, so setting $x=r^2$ in the series for $(1-x)^{1/2}$ gives
$$\sum_{p\ge1}|b_p|r^{2p}=1-\sqrt{1-r^2}.$$

**Left side, $l=-s$.** The sum in (2) is $c_s-\sum_{p\ge1}|b_p|c_{p+s}r^{2p}$. The subtracted part is positive and at most $c_s(1-\sqrt{1-r^2})$. Therefore
$$\sqrt{1-r^2}\;c_s\le\frac{2|g_{-s}|}{r^s}\le c_s .\tag{3}$$

**Right side, $l\ge1$.** All terms have the same sign. Keeping the first gives a lower bound, and replacing $|b_{l+q}|$ by $|b_l|$ gives an upper one:
$$|b_l|\le\frac{2|g_l|}{r^l}\le\frac{|b_l|}{\sqrt{1-r^2}} .\tag{4}$$

The size of $c_s$ follows from
$$\frac{(s+1)c_{s+1}^2}{s\,c_s^2}=\frac{(2s+1)^2}{4s(s+1)}>1 .$$
So $s\,c_s^2$ grows with $s$, and by Stirling's formula its limit is $1/\pi$. Hence $c_s\le1/\sqrt{\pi s}$.

For large distance $c_{p+s}/c_s\to1$ at fixed $p$, and the sum in (2) tends to $c_s\sqrt{1-r^2}$. Likewise $b_{l+q}/b_l\to1$, and the other sum tends to $b_l/\sqrt{1-r^2}$. With $|b_l|\approx1/(2\sqrt\pi\,l^{3/2})$,
$$|g_{-s}|\simeq\frac{\sqrt{1-r^2}}{2\sqrt{\pi s}}\,r^s,\qquad
|g_l|\simeq\frac{r^l}{4\sqrt{\pi}\,l^{3/2}\sqrt{1-r^2}} .\tag{5}$$
Both directions have the same exponential and different powers. The sums in (2) extend over about $1/(1-r^2)$ terms, so these forms need a distance large compared with $1/(1-r^2)$ cells. For $r$ near 1 they set in late: at $r=0.99$ and 50 cells the true values are still 1.19 and 0.69 times (5) on the left and on the right. At $r=0.7241$ and 200 cells, the integral (1) divided by the asymptotic form is 1.0007 on the left and 0.998 on the right.

## 5. Decay length and gap

With cell length $a$, the exponential is $e^{-|l|a/\xi}$, where
$$\xi=\frac a{\ln(t_1/t_2)} .$$
To express this through the bands, put $y=E_g/W=(1-r)/(1+r)$. Then $(1+y)/(1-y)=1/r$, and from $\operatorname{artanh}y=\frac12\ln\frac{1+y}{1-y}$,
$$\ln\frac{t_1}{t_2}=2\operatorname{artanh}\frac{E_g}{W},\qquad \xi\approx\frac{aW}{2E_g}\quad(E_g\ll W).$$
At fixed band width, a smaller gap gives a longer range.

When the gap closes, $r=1$ and $f/|f|=e^{-ik/2}$ for $-\pi<k<\pi$, so
$$g_l=\frac1{4\pi}\int_{-\pi}^{\pi}e^{ik(l-1/2)}dk=\frac{\sin\pi(l-\frac12)}{2\pi(l-\frac12)}=\frac{(-1)^{l+1}}{\pi(2l-1)} .\tag{6}$$
The exponential is gone and a power law remains. As $r\to1$ at fixed $l$, the bounded integrand of (1) tends to that of (6) except at $k=\pi$, so $g_l$ tends to (6). A chain with a very small gap therefore looks metallic at short distances, and a cutoff chosen there says little about its exponential tail.

## 6. Exchange from remote cells

Let the electrons interact through a site-diagonal repulsion $V_{ij}=V(|x_i-x_j|)$, positive and decreasing with distance. For real orbitals the exchange energy is
$$E_x^{\rm tot}=-\frac12\sum_\sigma\sum_{\alpha\beta}^{\rm occ}\sum_{ij}\phi_\alpha(i)\phi_\beta(i)V_{ij}\phi_\alpha(j)\phi_\beta(j)
=-\sum_{ij}V_{ij}\,\rho_{ij}^2 .$$
The sums over $\alpha$ and $\beta$ each produce one factor $\rho_{ij}=\sum_\alpha\phi_\alpha(i)\phi_\alpha(j)$, and the two equal spins cancel the $\frac12$.

Place $A_n$ at $na$ and $B_n$ at $na+d$, with $0<d<a$. Per cell, the two on-site terms give $-2\cdot\frac14V(0)$. Each A–B pair occurs in two orders, so
$$E_x=-\frac{V(0)}2-2\sum_lg_l^2\,V(|la-d|) .\tag{7}$$
The exchange operator, by contrast, has matrix elements $K_{ij}=-V_{ij}\rho_{ij}$. If $V$ falls as a power of distance, the remote matrix elements fall as $r^{|l|}$ and the remote energies as $r^{2|l|}$, apart from powers, and the energy has the decay length $\xi/2$. An exponentially screened $V$ would make both fall faster.

Suppose all cells with $|l|>L$ are dropped, the orbitals being held fixed. From (3), (4) and the bound on $c_s$,
$$g_{-s}^2\le\frac{r^{2s}}{4\pi s},\qquad g_s^2\le\frac{r^{2s}}{4\pi s(2s-1)^2(1-r^2)} .$$
For $s\ge L+1$ replace $1/s$ by $1/(L+1)$, $2s-1$ by $2L+1$, and $V$ by its value at the nearest omitted distance, $(L+1)a-d$. The remaining geometric sum is $r^{2L+2}/(1-r^2)$, and the missing energy $\Delta_L$ obeys
$$0<\Delta_L\le\frac{V((L{+}1)a-d)\,r^{2L+2}}{2\pi(L+1)(1-r^2)}\left[1+\frac1{(2L+1)^2(1-r^2)}\right].\tag{8}$$

For equal bonds, $r=1$ and $d=a/2$, (6) gives $g_l^2\approx1/(4\pi^2l^2)$. If $V\to C/x$ at large distance, with $C=e^2/4\pi\varepsilon_0$, the two directions together give
$$\Delta_L\approx 4\sum_{l>L}\frac{1}{4\pi^2l^2}\,\frac{C}{la}\approx\frac{C}{2\pi^2aL^2} .$$
At $L=200$ the direct sum is 0.995 times this law.

## 7. A worked chain

Take $t_1=2.9$ eV, $t_2=2.1$ eV, $a=0.25$ nm and $d=0.12$ nm along the axis. The interaction is the Ohno form
$$V(x)=\frac{V_0}{\sqrt{1+(V_0x/C)^2}},\qquad V_0=10\ \text{eV},\quad C=1.44\ \text{eV nm}.$$

Then $r=2.1/2.9=0.724$, $E_g=2(0.8)=1.6$ eV and $W=2(5.0)=10$ eV. The decay rate per cell is $\ln(2.9/2.1)=0.323$, so $\xi=0.25/0.323=0.77$ nm, and the energy decays over 0.39 nm. The small-gap estimate is $0.25\times10/3.2=0.78$ nm.

Ten cells to the left, $g_{-10}=2.47\times10^{-3}$. The distance is $10a+d=2.62$ nm, where $V\approx1.44/2.62=0.55$ eV. The exchange matrix element is $-1.35$ meV, while the energy is
$$2\,(2.47\times10^{-3})^2(0.55\ \text{eV})\approx6.7\times10^{-6}\ \text{eV}.$$
With the small term from the right, the sum at ten cells is $6.8\times10^{-3}$ meV per cell. Energy and matrix element differ by a factor of about 200, so an energy cutoff does not by itself guarantee equally accurate orbitals.

Between 10 and 20 cells the energy falls by a factor of about 2500. The exponential supplies $e^{20\times0.323}\approx640$. The power $1/s$ in $g_{-s}^2$ and the $1/x$ of the interaction supply about 2 each.

The total exchange energy from (7) is $-8.547$ eV per cell. A direct sum over pairs of filled orbitals on a ring of 60 cells gives the same value to the six decimals printed. The missing energies, in meV per cell, are:

| $L$ | dimerized | bound (8) | equal bonds |
|---|---|---|---|
| 1 | 45 | 201 | 148 |
| 2 | 10.3 | 39 | 50 |
| 5 | 0.41 | 1.2 | 9.8 |
| 10 | 0.0053 | 0.014 | 2.7 |
| 20 | $2.4\times10^{-6}$ | $5.8\times10^{-6}$ | 0.70 |

In the last column $a$ and the interaction are unchanged, and $d=a/2$. For an error below 1 meV per cell the dimerized chain needs $L=5$. This keeps pairs up to $5a+d=1.37$ nm apart. A plain distance cutoff at $5a=1.25$ nm would drop the pair at $l=-5$ and miss slightly more than 1 meV. With equal bonds, ten cells do not suffice.

## 8. Temperature

With the chemical potential in the middle of the gap, the Fermi function is $\frac12[1-\tanh(E/2k_BT)]$. In (1) this replaces $f/|f|$ by $f\tanh(|f|/2k_BT)/|f|$.

The function $\tanh(E/2k_BT)/E$ is even in $E$, hence a function of $E^2$ without a branch point. Its nearest poles lie at $E=\pm i\pi k_BT$. Setting $k=\pi+i\kappa$, so that $\cos k=-\cosh\kappa$, in $E^2=-(\pi k_BT)^2$ gives
$$\cosh\kappa=\frac{t_1^2+t_2^2+(\pi k_BT)^2}{2t_1t_2} .$$
The nearest singularity in the complex $k$ plane sets the decay rate of the Fourier coefficients, so $\kappa$ is the asymptotic rate per cell. At $T=0$ the right side is $\frac12(r+1/r)$ and $\kappa=\ln(1/r)$, as before. Heating raises this asymptotic rate when the hoppings are held fixed. It does not reduce every element at moderate distance: at $k_BT=0.2$ eV, $|g_{10}|$ is larger than at zero temperature.

At 300 K the rate rises from 0.3228 to 0.3244. At moderate distances even this small change is not yet felt. Since $1-\tanh z\le2e^{-2z}$ and $|f|\ge E_g/2$, no $g_l$ can change by more than $e^{-E_g/2k_BT}=e^{-0.8/0.02585}\approx4\times10^{-14}$. The computed relative change of $g_{-10}$ is below $10^{-12}$ in size.

## 9. Feedback of exchange into the orbitals

So far the orbitals came from fixed hoppings. In a self-consistent calculation the exchange elements act back on them. If a fraction $\alpha$ of the exchange is included, the hopping amplitude $f_l$ between $A_{m+l}$ and $B_m$ becomes
$$f_l=t_1\delta_{l,0}+t_2\delta_{l,1}+\alpha\,g_lV(|la-d|) .$$
The signs agree because both the hopping element $-f_l$ and $K=-g_lV$ are negative for positive $g_l$. In the first iteration the strong bond gains more than the weak one: $g_0=0.43$ exceeds $g_1=0.20$, and $V$ is larger at 0.12 nm than at 0.13 nm.

Iterated to convergence with the same $t_1$ and $t_2$, the chain gives:

| $\alpha$ | gap (eV) | length (nm) | missing at $L=5$ (meV/cell) |
|---|---|---|---|
| 0 | 1.60 | 0.66 | 0.41 |
| 0.25 | 2.9 | 0.52 | 0.13 |
| 1 | 7.6 | 0.33 | 0.007 |

The last column evaluates the full exchange expression (7) on the converged orbitals, whatever the value of $\alpha$. The length is read from the fall of $|g_{-s}|$ between $s=5$ and $s=15$, so it contains the power factor. For $\alpha=0$, (5) predicts $10\times0.323+\frac12\ln3=3.78$ for the logarithm of the ratio, hence $2.5/3.78=0.66$ nm instead of $\xi=0.77$ nm.

Here feedback shortens the range. These runs cover finite distances and do not prove an asymptotic law for the self-consistent chain.

## 10. Beside a real polymer

The parameters lie in the rough regime of trans-polyacetylene, with a hopping near 2.5 eV and a gap near 1.5 eV. The hoppings were chosen to give such a gap at once, so adding exchange to them counts part of it twice. The gaps of 2.9 and 7.6 eV show the strength of the feedback and are not predictions for the polymer.

Real chains are also neither straight nor perfectly regular. Displacing the B sites sideways by 0.07 nm, with the hoppings fixed, lowers the size of the exchange energy by 2.5% and leaves the missing part at $L=5$ at 0.41 meV per cell. Independent random changes of every hopping, with a standard deviation of 0.2 eV, raise that part to $0.445\pm0.010$ meV per cell, where the uncertainty is the standard error over 40 rings of 100 cells.

Correlation, screening and coupling between chains are left out, as are interaction integrals that are not site-diagonal. The cutoff of five cells belongs to this model with these parameters; for another chain the gap, the band width and the required accuracy must be considered afresh. The full numerical output follows these notes.

## Values computed for the example and the checks

```
t1, t2 = 2.9, 2.1 eV; r = 0.7241
a, d = 0.25, 0.12 nm; V(0) = 10.0 eV
e^2/(4 pi eps0) = 1.4400 eV nm
gap = 1.600 eV; full band width = 10.000 eV
decay rate per cell: formula 0.32277
decay rate per cell: measured 0.32278
decay length xi = 0.7745 nm; energy xi/2 = 0.3873 nm
small-gap estimate of xi = 0.7813 nm
g_0 = 0.42598; g_1 = 0.19619
sum of g_l^2 = 0.25000000
|g|/asymptote at l=-200: 1.00074
|g|/asymptote at l=+200: 0.99780
s: g_(-s), g_(+s), Fock element at -s (eV)
1: -1.402e-01, 1.962e-01, 5.087e-01
2: 7.352e-02, -3.863e-02, -1.663e-01
5: -1.763e-02, 3.520e-03, 1.843e-02
10: 2.467e-03, -2.493e-04, -1.354e-03
20: 6.883e-05, -3.531e-06, -1.935e-05
s: exchange energy size from l=-s and l=+s (meV/cell)
1: 7.141e+02
2: 3.503e+01
5: 6.814e-01
10: 6.757e-03
20: 2.671e-06
exchange energy, density matrix = -8.547456 eV/cell
exchange energy, orbital pairs = -8.547456 eV/cell
L: missing, bound, equal-bond chain missing (meV/cell)
1: 4.532e+01, 2.011e+02, 1.484e+02
2: 1.028e+01, 3.885e+01, 4.950e+01
5: 4.093e-01, 1.224e+00, 9.776e+00
10: 5.285e-03, 1.377e-02, 2.657e+00
20: 2.442e-06, 5.800e-06, 6.950e-01
cutoff for < 1 meV/cell: L = 5, L*a = 1.25 nm
equal bonds, L=200: sum/law = 0.9950
300 K: kT = 0.02585 eV
300 K: decay rate per cell 0.32442
300 K: relative change of g_(-10) = -3.13e-13
fraction fed back: gap (eV), length over s=5..15 (nm),
  missing exchange at L=5 (meV/cell)
0.0: 1.600, 0.6603, 4.093e-01
0.25: 2.925, 0.5182, 1.326e-01
1.0: 7.642, 0.3345, 6.569e-03
disorder sd = 0.2 eV, 40 rings of 100 cells
  missing at L=5: 0.445 +- 0.010 meV/cell
zigzag offset 0.07 nm: exchange -8.3349 eV/cell
  missing at L=5: 0.4090 meV/cell
```
